\section*{Power-law admittance and log-periodic ripples of a parallel RC ladder}

\section{Problem}

Many branches are connected in parallel. Branch $k$ is a resistor $R_k=R/a^k$ in series with a capacitor $C_k=C/b^k$, where $a>1$ and $b>1$. The parts are linear and ideal, and the time dependence is $e^{i\omega t}$, so that a capacitor has admittance $i\omega C_k$. Write $Y=G+iB$ for the total admittance.

(a) Estimate how $|Y|$ grows with frequency. (b) For $k$ running over all integers, find $Y(\omega)$, its exponent, and the size of any departure from a pure power law. (c) Find where a ladder with $k=0,\dots,N-1$ follows this law, and how its ends can be corrected. (d) Evaluate the results for $R=10~\mathrm{M\Omega}$, $C=100$~nF, $a=4$, $b=2.5$ and $N=8$.

The following symbols are used throughout:
\begin{equation}
\lambda=ab,\qquad L=\ln\lambda,\qquad x=\omega RC,\qquad s=ix .
\end{equation}

\section{First estimate by scaling}

The relaxation time of branch $k$ is $R_kC_k=RC\lambda^{-k}$. At a given $x$, branches with $\lambda^k\ll x$ have capacitors of negligible impedance compared with $R_k$ and act as conductances $a^k/R$. Branches with $\lambda^k\gg x$ are still capacitive, with $|Y_k|\approx\omega C b^{-k}=x b^{-k}/R$.

Let $a$ and $b$ both be large. The largest conductance and the largest capacitance then dominate their groups. For $\lambda^k<x<\lambda^{k+1}$ these belong to branches $k$ and $k+1$, so
\begin{equation}
R|Y|\approx\max\left(a^k,\;x\,b^{-(k+1)}\right).
\label{eq:stair}
\end{equation}
The two entries are equal at $x=a^kb^{k+1}=\lambda^k b$. On logarithmic axes $|Y|$ is therefore a staircase: flat over a length $\ln b$, then rising with slope one over a length $\ln a$. Its mean slope is
\begin{equation}
n=\frac{\ln a}{\ln a+\ln b}=\frac{\ln a}{\ln(ab)},\qquad 0<n<1 .
\label{eq:n}
\end{equation}

The estimate also predicts a ripple. Since $a=\lambda^n$, the ratio $R|Y|/x^n$ is $1$ at $x=\lambda^k$ and falls to $b^{-n}$ at $x=\lambda^kb$. It remains to be found whether the exponent survives when the branches overlap, and how much of the staircase is left.

\section{Exact solution}

\subsection{Sum over branches and scaling}

One branch has
\begin{equation}
RY_k=\frac{R}{R_k+1/(i\omega C_k)}=\frac{i\omega RC_k}{1+i\omega R_kC_k}
=\frac{s\,b^{-k}}{1+s\lambda^{-k}}=\frac{s\,a^k}{\lambda^k+s},
\end{equation}
where the last step multiplies numerator and denominator by $\lambda^k$ and uses $b^{-k}\lambda^k=a^k$. Hence
\begin{equation}
F(s)\equiv RY=\sum_{k=-\infty}^{\infty}\frac{a^k s}{\lambda^k+s}.
\label{eq:F}
\end{equation}
The terms tend to $a^k$ for $k\to-\infty$ and to $s\,b^{-k}$ for $k\to+\infty$. The first tail converges because $a>1$, the second because $b>1$.

Replace $s$ by $\lambda s$, divide numerator and denominator by $\lambda$, and rename $k-1$ as $k$:
\begin{equation}
F(\lambda s)=\sum_k\frac{a^k s}{\lambda^{k-1}+s}=a\sum_k\frac{a^{k}s}{\lambda^{k}+s}=aF(s).
\label{eq:scale}
\end{equation}
The factor $a=\lambda^n$ is real, so $G$, $B$ and $|Y|$ obey the same relation. Each of them, divided by $x^n$, is unchanged when $x\to\lambda x$: it is a periodic function of $\ln x$ with period $L$. Thus $n$ in (\ref{eq:n}) is the slope averaged over a whole period, for any $a,b>1$. The slope at a single frequency can differ from it.

\subsection{The harmonics}

The summand is a smooth function of $k$ with exponentially decaying tails, so Poisson's formula $\sum_k f(k)=\sum_m\int f(\kappa)e^{-2\pi im\kappa}d\kappa$ applies. Put $u=\lambda^\kappa$. Then $d\kappa=du/(uL)$, $a^\kappa=u^n$ and $e^{-2\pi im\kappa}=u^{-im\theta}$ with $\theta=2\pi/L$, which gives
\begin{equation}
F(s)=\frac{s}{L}\sum_m\int_0^\infty\frac{u^{p_m-1}}{u+s}\,du,\qquad p_m=n-im\theta .
\end{equation}

For $s>0$, the substitution $u=sv$ turns the integral into $s^{p-1}I$ with $I=\int_0^\infty v^{p-1}dv/(1+v)$. A contour running out above the positive axis and back below it encloses the pole at $v=e^{i\pi}$. The large and small circles give nothing because $0<\mathrm{Re}\,p<1$. Therefore
\begin{equation}
I\left(1-e^{2\pi i(p-1)}\right)=2\pi i\,e^{i\pi(p-1)}
\;\Rightarrow\;
I=-\frac{\pi}{\sin\pi(p-1)}=\frac{\pi}{\sin\pi p}.
\end{equation}
Both sides of the result are analytic for $|\arg s|<\pi$, so it also holds at $s=ix$:
\begin{equation}
RY=\frac{\pi}{L}\sum_{m}\frac{s^{p_m}}{\sin\pi p_m}.
\label{eq:series}
\end{equation}

With $s^p=x^pe^{i\pi p/2}$, $e^{i\pi p/2}=\cos\frac{\pi p}{2}+i\sin\frac{\pi p}{2}$ and $\sin\pi p=2\sin\frac{\pi p}{2}\cos\frac{\pi p}{2}$, each term splits:
\begin{equation}
\frac{s^p}{\sin\pi p}=\frac{x^p}{2}\left[\frac{1}{\sin(\pi p/2)}+\frac{i}{\cos(\pi p/2)}\right].
\end{equation}
The terms $m$ and $-m$ of the first fraction are complex conjugates, so their sum is real. The same is true of the second fraction without its factor $i$. The first fraction therefore gives $G$ and the second gives $B$:
\begin{equation}
RG=\frac{\pi}{2L}\sum_m\frac{x^{p_m}}{\sin(\pi p_m/2)},\qquad
RB=\frac{\pi}{2L}\sum_m\frac{x^{p_m}}{\cos(\pi p_m/2)}.
\label{eq:GB}
\end{equation}

The terms with $m=0$ are the smooth power laws. With $\alpha=\pi n/2$ they are
\begin{equation}
RG_0=\frac{\pi x^n}{2L\sin\alpha},\qquad RB_0=\frac{\pi x^n}{2L\cos\alpha},\qquad \frac{B_0}{G_0}=\tan\alpha .
\label{eq:smooth}
\end{equation}

For $m=1$, $\pi p_1/2=\alpha-iy$ with $y=\pi\theta/2=\pi^2/L$. Relative to $G_0$, the pair $m=\pm1$ is $\rho\,x^{-i\theta}$ plus its conjugate, where $\rho=\sin\alpha/\sin(\alpha-iy)$. This equals $2|\rho|\cos(\theta\ln x-\arg\rho)$. From
\begin{equation}
\sin(\alpha-iy)=\sin\alpha\cosh y-i\cos\alpha\sinh y,
\end{equation}
whose squared modulus is $\sin^2\alpha+\sinh^2y$, one finds
\begin{align}
G&\simeq G_0\left[1+\varepsilon_G\cos(\theta\ln x-\varphi_G)\right],\label{eq:ripG}\\
\varepsilon_G&=\frac{2\sin\alpha}{\sqrt{\sin^2\alpha+\sinh^2y}},\qquad
\varphi_G=\arctan(\cot\alpha\tanh y).
\end{align}
For $B$, $\cos(\alpha-iy)=\cos\alpha\cosh y+i\sin\alpha\sinh y$ gives in the same way
\begin{equation}
\varepsilon_B=\frac{2\cos\alpha}{\sqrt{\cos^2\alpha+\sinh^2y}},\qquad
\varphi_B=-\arctan(\tan\alpha\tanh y).
\end{equation}

These amplitudes are nonzero for every finite $\lambda>1$. For $y\gg1$, $\sinh y\approx e^y/2$ and $\varepsilon_G\approx4\sin\alpha\,e^{-\pi^2/L}$, so closer spacing suppresses the ripple very quickly. For very large $\lambda$, $y$ is small and many harmonics count; if $a$ and $b$ are both large, the staircase (\ref{eq:stair}) is then the better picture. Its corners stay rounded: in that limit $|Y|$ lies a factor $\sqrt2$ below the staircase at $x=\lambda^k$ and a factor $\sqrt2$ above it at $x=\lambda^kb$. When $\varepsilon_G\ll1$ and higher harmonics are negligible, differentiating (\ref{eq:ripG}) shows that the local slope of $\ln G$ swings by about $\pm\theta\varepsilon_G$ around $n$.

\subsection{The mean phase}

The phase averaged over one period of $\ln x$ is $n\pi/2$, even when the ripple is large. To see this, write each factor in (\ref{eq:F}) as $s/(\lambda^k+s)=1/(1+\lambda^k/s)$. For $|\arg s|\le\pi/2$ the denominator has positive real part, hence so has its reciprocal, and so has $F$. There are no zeros, and $\ln F$ is analytic with $|\mathrm{Im}\ln F|<\pi/2$.

By (\ref{eq:scale}), $H(z)=\ln F(e^z)-nz$ has period $L$. Integrate $H$ around the rectangle with corners $0$, $L$, $L+i\pi/2$ and $i\pi/2$. The vertical sides cancel by periodicity, so the mean of $H$ is the same on both horizontal sides. On the lower side $s$ is positive and $H$ is real. On the upper side $s=ix$ and $\mathrm{Im}\,H=\arg Y-n\pi/2$, whose mean must therefore vanish.

\section{A finite ladder}

With $k=0,\dots,N-1$ the power law is confined to $1\ll x\ll\lambda^{N-1}$. Below this window all branches are capacitive, and $Y\approx i\omega C\sum_k b^{-k}$. Above it all are resistive, and $Y\approx\sum_k a^k/R$.

Inside the window the missing branches are in their simple limits. The slow ones, $k<0$, add the conductance $R^{-1}\sum_{j\ge1}a^{-j}=1/[R(a-1)]$. The fast ones, $k\ge N$, add the capacitance $C\sum_{k\ge N}b^{-k}$. Two extra parallel parts replace them:
\begin{equation}
R_{\rm end}=R(a-1),\qquad C_{\rm end}=\frac{C\,b^{1-N}}{b-1}.
\end{equation}

The error of each replacement follows by subtraction:
\begin{align}
a^k-\frac{a^ks}{\lambda^k+s}&=\frac{(a\lambda)^k}{\lambda^k+s},\\
s\,b^{-k}-\frac{s\,b^{-k}}{1+s\lambda^{-k}}&=\frac{s^2(b\lambda)^{-k}}{1+s\lambda^{-k}}.
\end{align}
Since $|\lambda^k+ix|\ge x$ and $|1+ix\lambda^{-k}|\ge1$, summing the geometric series bounds the total error:
\begin{equation}
|\Delta(RY)|\le\frac{1}{x(a\lambda-1)}+\frac{x^2(b\lambda)^{-N}}{1-1/(b\lambda)} .
\end{equation}
The corrected circuit conducts at zero frequency through $R_{\rm end}$, whereas the original ladder blocks direct current.

The conditions on $a$ and $b$ matter here too. If $a<1<b$ with $ab>1$, the conductances of a ladder $k\ge0$ have a finite sum, and $Y$ levels off at high frequency. If $b<1$, its capacitances have no finite sum.

\section{Numbers, and the two solutions compared}

For the given values $RC=1$~s, $\lambda=10$ and $n=\ln4/\ln10=0.602$. There is one ripple per decade. The eight branches run from $10~\mathrm{M\Omega}$ with 100~nF to $0.61~\mathrm{k\Omega}$ with 0.164~nF.

At 1~kHz, $x=6283$ lies between $\lambda^3b=2500$ and $\lambda^4$, on a rising part of the staircase. The estimate is the susceptance of branch 4 alone, $\omega C_4=2\pi\times10^3\times2.56~\mathrm{nF}=16.1~\mathrm{\mu S}$. The exact sum gives $G=16.04$ and $B=23.25~\mathrm{\mu S}$, so $|Y|=28.2~\mathrm{\mu S}$. The estimate is low by a factor of 1.76 because neighbouring branches contribute appreciably at this spacing. It also gives a phase of $90^\circ$ instead of $55.4^\circ$.

The smooth law (\ref{eq:smooth}), with $x^n=193.5$, gives
\begin{align}
G_0&=0.8413\times193.5/(10~\mathrm{M\Omega})=16.28~\mathrm{\mu S},\\
B_0&=1.1658\times193.5/(10~\mathrm{M\Omega})=22.56~\mathrm{\mu S}.
\end{align}
With $y=4.286$ the ripple amplitudes are $\varepsilon_G=4.46\%$ and $\varepsilon_B=3.22\%$. Including them gives 16.05 and $23.25~\mathrm{\mu S}$. The remaining difference in $G$, about 0.06\%, is of the size of the second harmonic.

The exponent of the estimate is thus confirmed, but its ripple is far too large. It predicts a peak-to-trough ratio $b^n=1.74$ for $|Y|/x^n$, while the exact ratio is 1.054, a ripple of $\pm2.6\%$. Small ripples still matter for a fitted exponent: the local slope of $\ln G$ runs from 0.48 to 0.73, in agreement with $\theta\varepsilon_G=0.12$. A fit of $G$ over a small fraction of a decade can return almost any value in this range; a longer fit narrows the range, though not steadily. A least-squares fit with points evenly spaced in $\ln x$ over exactly one decade still returns 0.566 to 0.638, depending on where it starts, and over three decades 0.598 to 0.606. The phase stays between $52.7^\circ$ and $55.7^\circ$, around its mean of $54.2^\circ$.

Taking $a=2$ and $b=1.58$ keeps $n$ fixed and doubles the number of branches per decade. The ripple of $G$ then falls to 0.061\%.

For the window $x=10$ to $10^6$, or 1.6~Hz to 159~kHz, the bare eight-branch ladder departs from the infinite one by up to 18\% of $|Y|$. With $R_{\rm end}=30~\mathrm{M\Omega}$ and $C_{\rm end}=0.109$~nF the largest error is 0.11\%.

\section{Real circuits and real dielectrics}

These values suit a constant-phase element assembled from discrete film resistors and low-loss capacitors; $10~\mathrm{M\Omega}$ is towards the high end for such resistors, and $R_{\rm end}=30~\mathrm{M\Omega}$ can be made from three of them in series. Of the departures computed here, inexact part values matter most. Capacitance of the wiring across the terminals is left out of this comparison because it can be compensated: 20~pF would change $Y$ by up to 3.3\% in the window, but it lies in parallel with $C_{\rm end}$ and can be subtracted from it. With random deviations spread evenly within 1\% for resistors and 5\% for capacitors, the largest change of $Y$ in the window has a median of 2.1\% of $|Y|$, comparable with the ripple. For rough typical part data, stray capacitance of 0.2~pF across each resistor changes $Y$ by at most 0.23\%, and a resistor drift of 100~ppm/K over 40~K by 0.19\%. A capacitor loss tangent of $10^{-3}$ gives 0.067\%, a leakage resistance of $10^{11}~\mathrm{\Omega}$ gives 0.012\%, and 20~nH of lead inductance per branch gives 0.0003\%. These figures depend on the assumed values: a loss tangent of $10^{-2}$ gives 0.67\%. A capacitor drift of 200~ppm/K over 40~K changes $Y$ by 0.54\%.

A disordered dielectric has no reason to possess relaxation times in strict geometric progression. If the ladder index is shifted to $k+\delta$ and the response is averaged over $0\le\delta<1$, the sum over $k$ becomes an integral over all $\kappa$, and only the $m=0$ term of (\ref{eq:series}) survives. Within this model, spreading the branches uniformly in $\kappa$ therefore keeps the exponent and removes the ripple. The model does not derive that spread from microscopic hopping, and it omits the series connections between sites through which carriers move in a real hopping network.

\section*{Numbers as computed}
\begin{verbatim}
R = 10000 kOhm, C = 100 nF, a = 4.0, b = 2.5, N = 8
RC = 1.000 s, lam = ab = 10.0, ln lam = 2.3026
branch 0: R = 1e+04 kOhm, C = 100 nF
branch 1: R = 2500 kOhm, C = 40 nF
branch 2: R = 625 kOhm, C = 16 nF
branch 3: R = 156.2 kOhm, C = 6.4 nF
branch 4: R = 39.06 kOhm, C = 2.56 nF
branch 5: R = 9.766 kOhm, C = 1.024 nF
branch 6: R = 2.441 kOhm, C = 0.4096 nF
branch 7: R = 0.6104 kOhm, C = 0.1638 nF
exponent n = 0.6021, theta = 2.7288
mean phase n*90 = 54.19 deg
phase range = 52.68 to 55.67 deg
u = pi n/2 = 0.9457 rad, y = pi^2/ln lam = 4.2863
ripple of G: amplitude 4.46 %, phase 0.6249 rad
ripple of B: amplitude 3.22 %, phase -0.9455 rad
theta*eps_G = 0.1217, slope half-swing = 0.1218
local slope of ln G: 0.482 to 0.726
ripple of G, doubled branch density = 0.0614 %
doubled density: a = 2.0000, b = 1.5811, lam = 3.1623
end resistor = 30000 kOhm, end capacitor = 0.1092 nF
window: 1.592 to 1.592e+05 Hz
largest error in window, no end parts = 18.09 %
largest error in window, with end parts = 0.113 %
bare ladder: low-frequency capacitance = 166.56 nF
bare ladder: high-frequency conductance = 2184.5 uS
at f = 1000 Hz: x = 6283.2, x^n = 193.52
prefactors of x^n/R: G 0.8413, B 1.1658
branch sum, all k: G = 16.040 uS, B = 23.250 uS
8 branches + ends: G = 16.040 uS, B = 23.250 uS
smooth power law: G = 16.280 uS, B = 22.561 uS
with one harmonic: G = 16.050 uS, B = 23.250 uS
largest relative change of Y in the window from neglected effects:
stray 2.0e-04 nF per resistor: 0.232 %
lead inductance 20 nH per branch: 0.00031 %
capacitor loss tangent 0.001: 0.067 %
capacitor leakage 1e+08 kOhm: 0.0119 %
resistor drift 100 ppm/K over 40 K: 0.187 %
tolerances R 1 %, C 5 %: median 2.09 %, 95th percentile 2.87 %
\end{verbatim}
